Correcting apparent source velocity for series resistance and drain-induced barrier lowering, part 1

(Sections cited here and not found follow in the second part.)

PART 1. THE CORRECTION AND ITS USE

1.1 What dimensions and symmetry fix

The product of a capacitance per area and a resistance times width is an inverse velocity:

(F/cm²)(Ω·cm) = s/cm.

A correction for series resistance can therefore depend on the apparent velocity v_app through dimensionless products such as C r_S v_app and C r_D v_app. Here C is the inversion capacitance per area, and r_S and r_D are the source and drain resistances multiplied by the device width. Drain-induced barrier lowering (DIBL) adds a dimensionless number δ, the threshold reduction per volt of drain bias.

Dimensions do not say how these numbers combine. A symmetry does: adding the same constant to every electrode potential changes no charge. Suppose that the charge at the top of the source barrier is linear in the potentials of gate, drain and source at the channel terminals. Let the gate have weight C and the drain weight δC. The weights must sum to zero, so the source has weight −(1 + δ)C:

Q = C[V_G + δV_D − (1 + δ)V_S] + constant.

A current J per unit width raises the internal source potential by J r_S and lowers the internal drain potential by J r_D. The charge then falls by

CJ[(1 + δ)r_S + δr_D].

The bracket is an effective resistance, called ρ below. Because the loss is proportional to J, it adds a constant to an inverse velocity, and the correction must have the form

1/v_true = 1/v_app − Cρ.

The remainder of this part obtains the same result from the circuit and the threshold law, with the conventions stated.

1.2 Conventions and the two velocities

The formulas are written for an n-channel transistor, with current and electron velocity counted as positive magnitudes. For a p-channel device, magnitudes of current, charge and voltage are used in the same formulas.

The measured drain current is I_D, the width is W, and J = I_D/W. The external voltages V_GS and V_DS are referred to the external source contact. Primes denote voltages at the internal ends of the channel, beyond the resistances. If R_S and R_D are the resistances of the whole device in ohms, then

r_S = R_S W,
r_D = R_D W.

The virtual source is the top of the potential barrier near the source end. Its mobile charge magnitude per area is Q_true, and the mean carrier velocity there is defined by current continuity:

v_true = J/Q_true.

This is the velocity at the actual internal bias. It becomes the injection-limited velocity when the drain is fully saturated, a distinction whose size is estimated in Part 2.

In strong inversion the charge is taken as linear in gate voltage:

Q_true = C[V_GS' − V_T(V_DS')],
V_T(V) = V_T(0) − δV.

C, δ and the resistances are held constant over the voltage range between the external and internal biases. V_T is the intercept of this linear charge law. It is not the gate voltage at which the current reaches some small chosen value.

The apparent velocity uses the same law at the external terminals:

u = V_GS − V_T(V_DS),
Q_app = Cu,
v_app = J/Q_app.

Thus "gate charge" here means channel charge per area, already shifted for DIBL at the external drain voltage. Charge on overlap and fringing capacitances must be removed before the division. Section 1.6 treats charge that has not been shifted for DIBL.

1.3 Derivation

The source current flows through r_S, so the internal source lies J r_S above the external source. The gate carries no appreciable steady current, and its potential is unchanged. Hence

V_GS' = V_GS − J r_S.

The internal drain lies J r_D below the external drain. Subtracting the internal source potential from the internal drain potential gives

V_DS' = (V_DS − J r_D) − J r_S
      = V_DS − J(r_S + r_D).

The threshold at the internal drain voltage is

V_T(V_DS') = V_T(0) − δ[V_DS − J(r_S + r_D)]
           = V_T(0) − δV_DS + δJ(r_S + r_D)
           = V_T(V_DS) + δJ(r_S + r_D).

The sign is positive because less drain voltage reaches the channel, the barrier is lowered less, and the threshold is higher. Substitution in the charge law gives

Q_true = C[V_GS − J r_S − V_T(V_DS) − δJ(r_S + r_D)]
       = C(u − Jρ),

where

ρ = r_S + δ(r_S + r_D)
  = (1 + δ)r_S + δr_D.

Since Cu = Q_app,

Q_true = Q_app − CJρ.

Dividing J by this charge and replacing J by Q_app v_app yields

v_true = Q_app v_app/(Q_app − CρQ_app v_app).

The common factor Q_app cancels:

v_true = v_app/(1 − Cρv_app).

For equal source and drain resistances,

ρ = r_S(1 + 2δ).

The factor 2 counts the two resistances in the drain loop. The isolated 1 counts the loss of gate drive, which occurs across the source resistance alone.

No relation between velocity and electric field has been used. Within the stated charge law, the formula therefore holds for a velocity that varies with drain bias. J is a measured quantity, so extracting v_true needs no iteration.

1.4 Physical reading and limits

Define the dimensionless correction

x = Cρv_app.

From v_app = J/(Cu), it also equals Jρ/u. It is the fraction of the external overdrive lost through the combined resistance and DIBL feedback, and

1 − x = Q_true/Q_app.

A conducting channel described by the linear law has Q_true > 0, hence x < 1. If measured inputs give x ≥ 1, then the threshold, capacitance, resistances and current are not consistent with this model. The formula must not be continued through that point.

If both resistances vanish, ρ = 0 and the two velocities agree, even with finite DIBL. DIBL then affects the charge, but its effect is already contained in Q_app. If δ = 0, ρ = r_S: drain resistance has no direct effect on the barrier charge. It may still lower the velocity by reducing V_DS', and that reduction is a real property of v_true at the operating point. If r_S = 0, the remaining feedback is ρ = δr_D.

When u approaches zero, the linear charge law fails before the algebra does. Moderate inversion requires the curved charge law of Part 2.

If the threshold also depends on a body or back gate connected to the external source, let b be its rise per volt of internal source-to-body voltage. The internal source is raised by J r_S, so the threshold gains bJ r_S, and

ρ_b = (1 + δ + b)r_S + δr_D.

The formula for v_true is unchanged apart from replacing ρ by ρ_b.

1.5 Prediction of current and transconductance

To predict v_app from a known true velocity, multiply the correction by its denominator:

v_true − Cρv_app v_true = v_app.

Collecting the terms in v_app gives

v_true = v_app(1 + Cρv_true),
v_app = v_true/(1 + Cρv_true).

Multiplication by Cu gives the current:

J = Cu v_true/(1 + Cρv_true).

The derivative of this current is useful because a velocity is sometimes inferred from transconductance. Write v for v_true and start from

J(1 + Cρv) = Cuv.

For small changes of J, u and v, at fixed C and ρ,

(1 + Cρv)dJ + CρJ dv = Cv du + Cu dv.

Moving the second term to the right gives

dJ = [Cv du + C(u − Jρ)dv]/(1 + Cρv).

At fixed V_DS, du = dV_GS. If v does not change with gate bias, the external transconductance per width is therefore

g_m = Cv/(1 + Cρv) = Cv_app.

Under that condition g_m/C needs the same correction as v_app. If v changes with gate voltage, the dv term contributes and g_m/C is no longer equal to v_app. In the quasi-ballistic model of Section 2.4, with a fixed reflected fraction and a degenerate channel at high drain bias, v rises with gate voltage. Then g_m/C exceeds v_app, and applying the correction to it overestimates the velocity.

1.6 Charge that was not shifted for DIBL

A capacitance curve taken at zero drain bias supplies V_T(0). If its charge is used without a DIBL shift, define

u_0 = V_GS − V_T(0),
v_0 = J/(Cu_0).

Since V_T(V_DS) = V_T(0) − δV_DS, the externally shifted overdrive is u = u_0 + δV_DS. Therefore

Q_true = C(u_0 + δV_DS − Jρ).

Division of J = Cu_0v_0 by this charge gives

v_true = v_0/[1 + δV_DS/u_0 − Jρ/u_0].

The last ratio equals Cρv_0, so

v_true = v_0/[1 + δV_DS/u_0 − Cρv_0].

The omitted DIBL shift makes the assumed charge too small and the velocity too large. The omitted resistive loss does the opposite. The errors cancel when

δV_DS = Jρ.

Agreement between v_0 and v_true at one bias can thus be accidental and does not show that either effect is small.

1.7 Circuit test

A circuit solution supplies both the terminal current and the velocity inside the channel. For this test, 200 circuits were solved numerically with a velocity proportional to tanh(V_DS'/V_k), where V_k is a knee voltage. The parameters were drawn from these ranges:

C: 1 to 3 µF/cm²
r_S and r_D, independently: 20 to 150 Ω·µm
δ: 0.02 to 0.20
b: 0 to 0.2
V_GS: 0.8 to 1.2 V
V_DS: 0.3 to 1.2 V
V_T(0): 0.2 to 0.45 V
limiting velocity: 0.6×10⁷ to 2.5×10⁷ cm/s
V_k: 0.1 to 0.3 V

The largest relative difference between the recovered and the internal velocity was 5.6×10⁻¹⁴, both for shifted and for unshifted charge. Omitting the DIBL feedback from ρ gave an error as large as 22.3% of the internal velocity. This test checks the circuit algebra, including unequal resistances. It shares the linear charge law with the derivation and so cannot judge that law.

1.8 Worked example

Consider a thin-body silicon n-channel device about 30 nm long, represented by round parameters:

C = 1.80 µF/cm²
r_S = r_D = 80 Ω·µm
δ = 0.10
V_GS = V_DS = 1.00 V
V_T(1 V) = 0.30 V
J = 1.20 mA/µm

The external overdrive and charge are

u = 1.00 − 0.30 = 0.70 V,
Q_app = 1.80 × 0.70 = 1.260 µC/cm².

One mA/µm is 10 A/cm, so J = 12.0 A/cm, and

v_app = 12.0/(1.260×10⁻⁶)
      = 0.952×10⁷ cm/s.

The feedback resistance is

ρ = 80(1 + 2×0.10) = 96 Ω·µm.

Since 1 Ω·µm is 10⁻⁴ Ω·cm, this is 96×10⁻⁴ Ω·cm. The correction term is

x = (1.80×10⁻⁶)(96×10⁻⁴)(0.9524×10⁷)
  = 0.165.

The corrected velocity is therefore

v_true = 0.9524×10⁷/(1 − 0.1646)
       = 1.14×10⁷ cm/s
       = 1.14×10⁵ m/s.

It is 19.7% above the apparent value. The same result follows from the voltages: Jρ = 0.1152 V leaves an internal overdrive of 0.5848 V and a true charge of 1.053 µC/cm².

Correction for the source drop alone would give 1.104×10⁷ cm/s, about 3% below the full result. Charge left at its zero-drain threshold of 0.40 V gives v_0 = 1.111×10⁷ cm/s without any resistance correction. This lies close to v_true because the DIBL shift, 0.100 V, nearly balances Jρ, 0.115 V.

With v_true, C and u held fixed, removing both resistances would raise the current to 1.436 mA/µm. This comparison does not include any increase of velocity caused by the larger internal drain voltage.

PART 2. ERRORS, REAL CHARGE CURVES AND IMPLEMENTATION

2.1 Symbols and results carried forward

J is drain current per width, C the inversion capacitance per area, r_S and r_D the resistances times width, and δ the DIBL coefficient. External voltages have no prime and internal ones do. The external overdrive is u = V_GS − V_T(V_DS), with V_T defined by the strong-inversion charge. Part 1 established

v_app = J/(Cu),
ρ = r_S + δ(r_S + r_D),
v_true = v_app/(1 − Cρv_app) = J/[C(u − Jρ)].

In the example, J = 1.20 mA/µm, u = 0.70 V, u − Jρ = 0.5848 V, x = Cρv_app = 0.1646 and v_true = 1.14×10⁷ cm/s.

2.2 Propagation of input errors

The formula amplifies some errors because it divides by a reduced charge. Taking its logarithm at fixed v_app and C gives

ln v_true = ln v_app − ln(1 − Cρv_app).

Differentiation with respect to ρ gives

d ln v_true/dρ = Cv_app/(1 − Cρv_app).

Multiplication by ρ gives

d ln v_true/d ln ρ = x/(1 − x).

For the example this is 0.1646/0.8354, or about 0.20. Raising both resistances from 80 to 90 Ω·µm changes the inferred velocity by +2.5%; lowering both to 70 Ω·µm changes it by −2.4%.

The division of resistance between source and drain also matters. At fixed sum r_S + r_D, the expression for ρ changes one for one with r_S. A measurement of the sum alone therefore leaves an uncertainty unless device symmetry or a separate measurement determines the source part.

For threshold errors the measured current must be held fixed. From

v_true = J/{C[V_GS − V_T(V_DS) − Jρ]},

the derivative with respect to V_T is

d ln v_true/dV_T = 1/[V_GS − V_T(V_DS) − Jρ]
                 = 1/(u − Jρ).

An increase of 10 mV in the assumed threshold raises the inferred velocity by 1.7%. The denominator is the internal overdrive, so the sensitivity grows as the device approaches threshold. At fixed J, threshold and ρ, the inferred velocity is inversely proportional to C; a capacitance 1% too large gives a velocity about 1% too small.

The sign of a DIBL error depends on which threshold was measured. If V_T(V_DS) is known and held fixed, δ enters through ρ alone. Since dρ/dδ = r_S + r_D,

d ln v_true/dδ = J(r_S + r_D)/(u − Jρ).

If V_T(0) is fixed instead, the internal overdrive is

V_GS − V_T(0) + δ[V_DS − J(r_S + r_D)] − J r_S,

and its derivative with respect to δ is V_DS'. Therefore

d ln v_true/dδ = −V_DS'/(u − Jρ).

An overestimated δ raises the inferred velocity in the first procedure and lowers it in the second. The measured threshold must be recorded together with its drain bias.

2.3 Curved charge laws

Let F(g) be the charge when gate and drain act through the combination

g = V_GS + δV_DS.

With resistances present, the internal value is

g' = V_GS − J r_S + δ[V_DS − J(r_S + r_D)]
   = g − Jρ.

The true charge and velocity are therefore

Q_true = F(g − Jρ),
v_true = J/F(g − Jρ).

This form requires no constant capacitance. To connect it with the earlier formula, define the mean capacitance over the drop for Jρ > 0:

C_mean = [F(g) − F(g − Jρ)]/(Jρ).

Rearrangement gives F(g − Jρ) = F(g) − C_mean Jρ. With v_app = J/F(g), division gives

v_true = v_app/(1 − C_mean ρv_app).

Thus the constant C is replaced by the mean slope of the charge curve between the internal and external conditions. Direct evaluation of F(g − Jρ) avoids choosing that slope.

This part has derived the correction of the apparent velocity for series resistance and DIBL, found its sensitivity to input errors, and extended it to curved charge laws. What remains is to treat nonlinear thresholds and the limits of an equilibrium charge curve at high drain bias, test the correction on virtual devices, estimate other effects in real devices, and set out the steps of implementation.

All numerical values are calculated from the stated model.
